# Coulomb-Feynman gauge difference in one-photon exchange with Dirac-Fock orbitals: verification in Python

```python
# Gauge dependence of one-photon exchange, Li-like ion (1s^2 core c, valence v), atomic units.
# k=|w|/c, w=e_v-e_c, g=(cos kr-1)/(k^2 r); real parts of the operators:
#  I_F=(1-a1.a2)cos(kr)/r,  I_C=1/r-a1.a2 cos(kr)/r+(a1.grad1)(a2.grad2)g
# rho=c^+v, j=c^+ alpha v, (h_local+K)psi=e psi, s=c^+(Kv)-(Kc)^+v. Under test:
#  c div j=i(w rho-s);  E_C-E_F=(1/c^2) sum_mc int int g[2w Re(rho s*)-s s*],  E=-sum_mc<cv|I|vc>
#  =0 for one common local potential; ->C(alpha Z)^2 for Dirac-Fock 2s, C a hydrogenic rational.
# psi=(P Om,iQ Om')/r, Om'=-sigma_r Om, K psi=(X Om,iY Om')/r; energies exclude the rest mass.
import numpy as np, sympy as sp
from fractions import Fraction as Fr
from math import factorial, pi, sqrt
from functools import lru_cache
from numpy.polynomial import legendre as leg
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import erf, spherical_jn as jn, spherical_yn as yn, eval_legendre
from scipy.constants import alpha, physical_constants as pc
from sympy.physics.wigner import wigner_3j
EV = pc['Hartree energy in eV'][0]; C0 = 1/alpha
RFM = 5.3; RN = RFM*1e-15/pc['Bohr radius'][0]; LM = 3

# operator identities
x, y, z, t = sp.symbols('x y z t', real=True); xs = (x, y, z)
R = sp.sqrt(x*x+y*y+z*z); pt = {x: 0.3, y: -0.5, z: 0.7}
def tens(k):
    g = (sp.cos(k*R)-1)/(k*k*R)
    return [[-(1 if i == j else 0)*sp.cos(k*R)/R-sp.diff(g, xs[i], xs[j]) for j in range(3)] for i in range(3)]
T = tens(sp.Rational(13, 10))
assert abs(sum(sp.diff(T[i][0], xs[i]) for i in range(3)).subs(pt).evalf()) < 1e-10
T = tens(sp.Rational(1, 1000))
for i in range(3):
    for j in range(3):
        assert abs((T[i][j]+(1 if i == j else 0)/(2*R)+xs[i]*xs[j]/(2*R**3)).evalf(30, subs=pt)) < 1e-5
def kernels(L, k, r):  # (u,u',v,v'): kernel = 4 pi sum u(r<) v(r>) Y Y*
    if k == 0:
        return r**L/(2*L+1), L*r**(L-1.0)/(2*L+1), r**(-L-1.0), -(L+1)*r**(-L-2.0)
    return jn(L, k*r), k*jn(L, k*r, True), -k*yn(L, k*r), -k*k*yn(L, k*r, True)
sm = sum((2*L+1)*eval_legendre(L, 0.4)*(kernels(L, 2., .3)[0]*kernels(L, 2., .9)[2]
         - kernels(L, 0, .3)[0]*kernels(L, 0, .9)[2])/4 for L in range(40))
r12 = sqrt(.09+.81-2*.27*.4)
assert abs(sm-(np.cos(2*r12)-1)/(4*r12)) < 1e-11

# angular quadrature
ct, wt = leg.leggauss(10); ph = 2*pi*np.arange(16)/16; st = np.sqrt(1-ct**2)
nv = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(ct, 16)])
wa = np.repeat(wt, 16)*2*pi/16
Yv, Gv = {}, {}
for L in range(LM+1):
    for M in range(-L, L+1):
        m = abs(M)
        po = sp.Poly(sp.diff(sp.legendre(L, t), t, m) if m else sp.legendre(L, t), t)
        so = sum(cf*z**n*(x*x+y*y+z*z)**((L-m-n)//2) for (n,), cf in po.terms())
        so = so*((-1)**m*(x+sp.I*y)**m if M >= 0 else (x-sp.I*y)**m)
        N = sqrt((2*L+1)/(4*pi)*factorial(L-m)/factorial(L+m))
        ev = lambda e: N*(sp.lambdify(xs, sp.expand(e), 'numpy')(*nv)+0j*wa)
        Yv[L, M] = ev(so); Gv[L, M] = np.array([ev(sp.diff(so, q)) for q in xs])-L*Yv[L, M]*nv
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
def spinor(kap, m):
    l = kap if kap > 0 else -kap-1
    a, b = sqrt((l+m+.5)/(2*l+1)), sqrt((l-m+.5)/(2*l+1))
    Y = lambda mm: Yv.get((l, int(round(mm))), 0j*wa)
    O = np.array([a*Y(m-.5), b*Y(m+.5)] if kap < 0 else [-b*Y(m-.5), a*Y(m+.5)])
    return O, -np.einsum('ip,iab,bp->ap', nv, sig, O)
@lru_cache(None)
def angular(kc, mc, ka, ma):  # multipoles of charge, Cartesian, radial and tangential current factors
    Oc, Pc = spinor(kc, mc); Oa, Pa = spinor(ka, ma); out = []
    v1 = np.einsum('ap,iab,bp->ip', Oc.conj(), sig, Pa); v2 = np.einsum('ap,iab,bp->ip', Pc.conj(), sig, Oa)
    d = (Oc.conj()*Oa).sum(0)
    for key, Y in Yv.items():
        wy = wa*Y
        o = (d@wy, v1@wy, v2@wy, (v1*nv).sum(0)@wy, (v2*nv).sum(0)@wy,
             (v1*Gv[key]).sum(0)@wa, (v2*Gv[key]).sum(0)@wa)
        if max(np.max(np.abs(q)) for q in o) > 1e-12: out.append((key[0],)+o)
    return out
same, size = 0, 0  # same radial orbital: current is divergence-free for any P, Q
for kap, ms in ((-1, (-.5, .5)), (1, (-.5, .5)), (-2, (-1.5, -.5, .5, 1.5))):
    for m1 in ms:
        for m2 in ms:
            for o in angular(kap, m1, kap, m2):
                same = max(same, abs(o[4]-o[5]), abs(o[6]-o[7])); size = max(size, abs(o[4]))
assert same < 1e-12 and size > 0.1

# radial machinery
NG, NP, DEG = 14, 70, 8
xg, wg = leg.leggauss(NG)
SM = np.array([leg.legval(xg, leg.legint(e, lbnd=-1)) for e in np.eye(NG)]).T@np.linalg.inv(leg.legvander(xg, NG-1))
class Ion:
    def __init__(s, Z, c):
        s.Z, s.c = Z, c; r0 = 3e-5
        kn = r0*np.expm1(np.linspace(0, np.log(60/Z/r0+1), NP+1)); s.h = np.diff(kn)/2
        s.r = r = (kn[:-1, None]+s.h[:, None]*(xg+1)).ravel(); s.w = (s.h[:, None]*wg).ravel()
        sp_ = BSpline(np.r_[[0]*DEG, kn, [kn[-1]]*DEG], np.eye(NP+DEG), DEG)
        B, B1, B2 = sp_(r).T, sp_(r, 1).T, sp_(r, 2).T
        s.V = -Z*erf(sqrt(1.5)/RN*r)/r; s.b = {}
        for k in (-1, 1, -2):
            l, lp = (k, k-1) if k > 0 else (-k-1, -k)
            u, v = slice(l+1, -2), slice(lp+1, -2)
            D = lambda sg, q: ((B1[q]+sg*k*B[q]/r)/(2*c), (B2[q]+sg*k*(B1[q]/r-B[q]/r**2))/(2*c))
            P = np.vstack([B[u], D(-1, v)[0]]); dP = np.vstack([B1[u], D(-1, v)[1]])
            Q = np.vstack([D(1, u)[0], B[v]]); dQ = np.vstack([D(1, u)[1], B1[v]])
            n = 1/np.sqrt((P*P+Q*Q)@s.w)[:, None]; P, Q, dP, dQ = P*n, Q*n, dP*n, dQ*n
            S = (P*s.w)@P.T+(Q*s.w)@Q.T
            H = (Q*s.w)@(c*(dP+k*P/r)-2*c*c*Q).T+(P*s.w)@(c*(k*Q/r-dQ)).T
            s.b[k] = (P, Q, dP, dQ, S, (H+H.T)/2)
    def cum(s, f):
        f = f.reshape(f.shape[:-1]+(NP, NG)); tot = (f@wg)*s.h
        o = (f@SM.T)*s.h[:, None]+(np.cumsum(tot, -1)-tot)[..., None]
        return o.reshape(o.shape[:-2]+(-1,))
    def yk(s, f, L):
        q = f*s.r**(-L-1.0)
        return s.cum(f*s.r**L)*s.r**(-L-1.0)+s.r**L*(q@s.w-s.cum(q))
    def bil(s, fu, fv, hu, hv):
        return 4*pi*(s.w@(np.conj(hv)*s.cum(fu)+fv*s.cum(np.conj(hu))))
    def orb(s, k, idx, V, core=None):
        P, Q, dP, dQ, S, H = s.b[k]; H = H+(P*s.w*V)@P.T+(Q*s.w*V)@Q.T
        if core:
            L = 0 if k == -1 else 1
            lam = 2*float(wigner_3j(sp.Rational(2*abs(k)-1, 2), L, sp.S.Half, sp.S.Half, 0, -sp.S.Half))**2
            f = P*core['P']+Q*core['Q']; M = (f*s.w*s.r**(-L-1.0))@s.cum(f*s.r**L).T
            H = H-lam*(M+M.T)
        e, U = eigh(H, S); i = np.where(e > -s.c**2)[0][idx]; u = U[:, i]
        o = dict(e=e[i], k=k, P=u@P, Q=u@Q, dP=u@dP, dQ=u@dQ, X=0*s.r, Y=0*s.r)
        if core:
            pot = -lam*s.yk(o['P']*core['P']+o['Q']*core['Q'], L)
            o['X'], o['Y'] = pot*core['P'], pot*core['Q']
        return o
    def scf(s):
        y0 = 0*s.r
        for _ in range(15):
            s.core = s.orb(-1, 0, s.V+y0); y0 = s.yk(s.core['P']**2+s.core['Q']**2, 0)
        s.y0 = y0; s.cdf = s.orb(-1, 0, s.V+2*y0, s.core)
        assert abs(s.cdf['e']/s.core['e']-1) < 1e-9   # Fock operator acts locally on 1s
    def gauge(s, co, va, mv=.5):
        c, r = s.c, s.r; om = va['e']-co['e']; k = abs(om)/c
        f1, f2 = co['P']*va['Q'], co['Q']*va['P']
        d1, d2 = co['dP']*va['Q']+co['P']*va['dQ'], co['dQ']*va['P']+co['Q']*va['dP']
        rr = co['P']*va['P']+co['Q']*va['Q']
        sr = co['P']*va['X']+co['Q']*va['Y']-co['X']*va['P']-co['Y']*va['Q']
        E0 = EF = EC = form = er = nr = ns = 0
        for mc in (-.5, .5):
            for L, a0, j1, j2, a1, a2, b1, b2 in angular(-1, mc, va['k'], mv):
                Kk, K0 = kernels(L, k, r), kernels(L, 0, r)
                bl = lambda f, h, K: s.bil(f*K[0], f*K[2], h*K[0], h*K[2]).real
                rho, so = a0*rr, a0*sr; a, b = 1j*(a1*f1-a2*f2), 1j*(b1*f1-b2*f2)
                mag = sum(bl(j1[i]*f1-j2[i]*f2, j1[i]*f1-j2[i]*f2, Kk) for i in range(3))
                def gr(K):  # gradients act on the kernel; contact terms cancel in the difference
                    u, v = a*K[1]+b*K[0]/r, a*K[3]+b*K[2]/r
                    return s.bil(u, v, u, v).real
                ch0 = bl(rho, rho, K0)
                E0 -= ch0; EF -= bl(rho, rho, Kk)-mag; EC -= ch0-mag+(gr(Kk)-gr(K0))/k**2
                form += (2*om*(bl(rho, so, Kk)-bl(rho, so, K0))-bl(so, so, Kk)+bl(so, so, K0))/(k*c)**2
                div = 1j*(a1*d1-a2*d2)-b/r
                er += s.w@abs(c*div-1j*(om*rho-so))**2; nr += s.w@abs(om*rho)**2; ns += s.w@abs(so)**2
        return dict(om=om, k=k, E0=E0, EF=EF, EC=EC, d=EC-EF, f=form, er=sqrt(er/nr), s=sqrt(ns/nr))
ST = (('2s', -1, 1), ('2p1/2', 1, 0), ('2p3/2', -2, 0))
def dirac(Z, n, k):
    a = Z*alpha
    return C0**2*((1+(a/(n-abs(k)+sqrt(k*k-a*a)))**2)**-.5-1)
def fock(I, states=ST):
    I.scf(); out = {}
    for nm, k, i in states:
        v = I.orb(k, i, I.V+2*I.y0, I.core); o = I.gauge(I.cdf, v); o['v'] = v; out[nm] = o
        assert abs(o['d']/o['f']-1) < 1e-4
        assert abs(I.w@(v['P']*v['X']+v['Q']*v['Y'])/o['E0']-1) < 1e-8
    return out
ions = {Z: Ion(Z, C0) for Z in (10, 20, 40, 70)}
I = ions[10]; h = I.orb(-1, 0, I.V)
assert abs((h['e']-2/3*1e4*RN**2)/dirac(10, 1, -1)-1) < 3e-7
br = 0
for mc in (-.5, .5):
    for L, a0, j1, j2, *_ in angular(-1, mc, -1, .5):
        K = kernels(L, 0, I.r)
        for i in range(3):
            f = (j1[i]-j2[i])*h['P']*h['Q']; br += I.bil(f*K[0], f*K[2], f*K[0], f*K[2]).real
assert abs(br/(alpha**2*250)-1) < 0.02   # relative corrections of order (alpha Z)^2
I = ions[70]
assert abs(I.orb(-2, 0, I.V)['e']/dirac(70, 2, -2)-1) < 1e-7
assert abs(I.orb(1, 0, I.V)['e']/dirac(70, 2, 1)-1) < 1e-4   # nuclear size shifts 2p1/2
res = {Z: fock(q) for Z, q in ions.items()}; D = res[70]
assert abs(I.gauge(I.cdf, D['2p3/2']['v'], 1.5)['EC']/D['2p3/2']['EC']-1) < 1e-10
print(f"alpha={alpha:.9f}  hartree={EV:.6f} eV  r_rms={RFM} fm={RN:.4e} bohr")
print(f"H-like Z=10 1s^2 Breit/(alpha^2 Z^3/4) = {br/(alpha**2*250):.4f}")
print(f"same-orbital longitudinal angular factor, max = {same:.1e}")
print(f"Yb67+ Z=70 alphaZ={70*alpha:.5f}  DF e(1s)={I.cdf['e']:.5f} hartree")
VH = I.V+2*I.y0
VX = VH-(3/pi*2*(I.core['P']**2+I.core['Q']**2)/(4*pi*I.r**2))**(1/3)
for nm, k, i in ST:
    o = D[nm]
    assert o['er'] < 1e-4 and o['s'] > 30*o['er']
    print(f"{nm}: e={o['v']['e']:.5f} w={o['om']:.5f} hartree, k={o['k']:.5f} 1/bohr")
    print(f"  E_static={o['E0']*EV:.5f}  E_F-E_static={(o['EF']-o['E0'])*EV:.5f}  E_C-E_static={(o['EC']-o['E0'])*EV:.5f} eV")
    print(f"  DF E_C-E_F: operators {o['d']*EV:.6f} eV, source formula {o['f']*EV:.6f} eV")
    print(f"  |s|/|w rho|={o['s']:.5f}  continuity error={o['er']:.1e}")
    loc = [I.gauge(I.orb(-1, 0, V), I.orb(k, i, V)) for V in (VH, VX)]
    for q in loc: assert abs(q['d']) < 1e-4*abs(o['d']) and q['er'] < 1e-4
    v = I.orb(k, i, VH); v['X'], v['Y'] = I.y0*v['P'], I.y0*v['Q']; mx = I.gauge(I.core, v)
    assert abs(mx['d']/mx['f']-1) < 1e-4 and abs(mx['d']) > 1e3*abs(loc[0]['d'])
    print(f"  local: core-Hartree {loc[0]['d']*EV:.1e} eV, +LDA exchange {loc[1]['d']*EV:.1e} eV")
    print(f"  two local potentials: operators {mx['d']*EV:.6f} eV, formula {mx['f']*EV:.6f} eV")
for nm in ('2p1/2', '2p3/2'):
    print(f"gauge ambiguity of {nm}-2s interval = {(D[nm]['d']-D['2s']['d'])*EV:.6f} eV")
for Z, q in res.items():
    print(f"Z={Z} dE/(alphaZ)^2 [hartree] 2s,2p1/2,2p3/2: "+" ".join(f"{q[n]['d']/(Z*alpha)**2:.6f}" for n, _, _ in ST))
    print(f"Z={Z} Z*dE/(E_C-E_static): "+" ".join(f"{Z*q[n]['d']/(q[n]['EC']-q[n]['E0']):.4f}" for n, _, _ in ST))

# exact hydrogenic coefficient; functions are {(n,a):c} meaning c r^n exp(-a r)
def add(*fs):
    o = {}
    for f in fs:
        for q, c in f.items(): o[q] = o.get(q, 0)+c
    return {q: c for q, c in o.items() if c}
mul = lambda f, g: add(*[{(n+m, a+b): c*d} for (n, a), c in f.items() for (m, b), d in g.items()])
pw = lambda n, c=1: {(n, Fr(0)): Fr(c)}
total = lambda f: sum(c*factorial(n)/a**(n+1) for (n, a), c in f.items())
tail = lambda f: add(*[{(j, a): c*factorial(n)/factorial(j)/a**(n-j+1)} for (n, a), c in f.items() for j in range(n+1)])
head = lambda f: add(pw(0, total(f)), mul(pw(0, -1), tail(f)))
y0f = lambda f: add(mul(pw(-1), head(f)), tail(mul(f, pw(-1))))
P1 = {(1, Fr(1)): Fr(2)}; P2 = {(1, Fr(1, 2)): Fr(1), (2, Fr(1, 2)): Fr(-1, 2)}  # P2 = sqrt(2) x normalized
f = mul(P1, P2)
src = add(mul(f, y0f(mul(P1, P1))), mul(pw(0, -1), mul(mul(P1, P1), y0f(f))))
assert total(src) == 0
W = add(mul(pw(1), head(f)), mul(pw(-1, Fr(1, 3)), head(mul(f, pw(2)))),
        tail(mul(f, pw(1))), mul(pw(2, Fr(1, 3)), tail(mul(f, pw(-1)))))
J = total(mul(W, src))/2; Cx = -Fr(3, 8)*J
cz = {Z: fock(Ion(Z, 40*C0), ST[:1])['2s']['d']*(40*C0/Z)**2 for Z in (50, 100)}
ex = 2*cz[100]-cz[50]
assert abs(ex/float(Cx)-1) < 0.02   # remainders of order 1/Z^2 and (Z/c)^2
print(f"int int r12 rho s (Z=1) = {J} = {float(J):.7f} a.u.")
print(f"C = {Cx} = {float(Cx):.7f} hartree")
print(f"c=40/alpha: C(50)={cz[50]:.7f} C(100)={cz[100]:.7f} extrapolated={ex:.7f} hartree")
print(f"leading-order 2s residual at Z=70: {float(Cx)*(70*alpha)**2*EV:.6f} eV")
print("all tests passed")
```

It prints:

```
alpha=0.007297353  hartree=27.211386 eV  r_rms=5.3 fm=1.0016e-04 bohr
H-like Z=10 1s^2 Breit/(alpha^2 Z^3/4) = 1.0016
same-orbital longitudinal angular factor, max = 1.9e-16
Yb67+ Z=70 alphaZ=0.51081  DF e(1s)=-2585.55145 hartree
2s: e=-639.23982 w=1946.31163 hartree, k=14.20292 1/bohr
  E_static=-53.35157  E_F-E_static=13.41860  E_C-E_static=13.46464 eV
  DF E_C-E_F: operators 0.046041 eV, source formula 0.046041 eV
  |s|/|w rho|=0.01314  continuity error=1.2e-07
  local: core-Hartree -9.2e-13 eV, +LDA exchange -1.8e-13 eV
  two local potentials: operators 0.181013 eV, formula 0.181013 eV
2p1/2: e=-632.66322 w=1952.88822 hartree, k=14.25091 1/bohr
  E_static=-31.78299  E_F-E_static=27.11340  E_C-E_static=27.21017 eV
  DF E_C-E_F: operators 0.096770 eV, source formula 0.096770 eV
  |s|/|w rho|=0.01475  continuity error=9.4e-08
  local: core-Hartree -1.6e-12 eV, +LDA exchange -3.6e-13 eV
  two local potentials: operators 0.113328 eV, formula 0.113328 eV
2p3/2: e=-589.12095 w=1996.43050 hartree, k=14.56866 1/bohr
  E_static=-28.76187  E_F-E_static=9.27009  E_C-E_static=9.36180 eV
  DF E_C-E_F: operators 0.091707 eV, source formula 0.091707 eV
  |s|/|w rho|=0.01411  continuity error=9.6e-08
  local: core-Hartree 1.9e-13 eV, +LDA exchange -1.2e-14 eV
  two local potentials: operators 0.106881 eV, formula 0.106881 eV
gauge ambiguity of 2p1/2-2s interval = 0.050729 eV
gauge ambiguity of 2p3/2-2s interval = 0.045667 eV
Z=10 dE/(alphaZ)^2 [hartree] 2s,2p1/2,2p3/2: 0.003554 0.010848 0.010840
Z=10 Z*dE/(E_C-E_static): 0.2095 0.3608 0.7766
Z=20 dE/(alphaZ)^2 [hartree] 2s,2p1/2,2p3/2: 0.004331 0.013518 0.013477
Z=20 Z*dE/(E_C-E_static): 0.2074 0.3356 0.7372
Z=40 dE/(alphaZ)^2 [hartree] 2s,2p1/2,2p3/2: 0.005079 0.014418 0.014234
Z=40 Z*dE/(E_C-E_static): 0.2148 0.3060 0.7137
Z=70 dE/(alphaZ)^2 [hartree] 2s,2p1/2,2p3/2: 0.006484 0.013629 0.012916
Z=70 Z*dE/(E_C-E_static): 0.2394 0.2489 0.6857
int int r12 rho s (Z=1) = -13214848/1004653125 = -0.0131536 a.u.
C = 1651856/334884375 = 0.0049326 hartree
c=40/alpha: C(50)=0.0046444 C(100)=0.0047893 extrapolated=0.0049342 hartree
leading-order 2s residual at Z=70: 0.035023 eV
all tests passed
```
